# Double Loops and Dielectric Response in Kittel's Quartic Antiferroelectric Model

## Problem

A uniform antiferroelectric film has two sublattices with polarizations $P_a$ and $P_b$ along one axis. Each is a dipole moment divided by the volume of the whole film, so the measured polarization is $P=P_a+P_b$. In a field $E$ the free-energy density is

$$G=\alpha(P_a^2+P_b^2)+gP_aP_b+\beta(P_a^4+P_b^4)-E(P_a+P_b),$$

with $g>0$, $\beta>0$ and $\alpha=a(T-T_0)$. The positive $g$ favours opposite sublattice polarizations.

Take $g=0.20$ MV cm/uC, $\beta=8.0\times10^{-4}$ MV cm$^5$/uC$^3$, $a=4.0\times10^{-4}$ MV cm/(uC K) and $T_0=450$ K. Fields are in MV/cm and polarizations in uC/cm$^2$; their product is in J/cm$^3$. The film is 10 nm thick and is cycled slowly between $\pm3.5$ MV/cm at fixed temperature. It stays in a local minimum of $G$ until that minimum disappears.

1. What happens to the zero-field susceptibility $\chi=dP/dE$ at the antipolar transition?
2. At which temperatures does cycling give double hysteresis loops?
3. What are the switching fields and the energy loss at 300 K?

## A tempting solution

Define the antipolar order $A=P_a-P_b$. At zero field it appears continuously when $\alpha$ falls below $g/2$, which is at 700 K. At a continuous transition a curvature of the free energy vanishes. A susceptibility is an inverse curvature, so $\chi$ diverges.

Below 700 K the film is antipolar at zero field and polar in a strong field. It must switch between these two states, so there is a double loop at every temperature below 700 K. The upward switching field is the one at which $A$ reaches zero. At 300 K this gives 1.08 MV/cm.

## Where it fails

Each argument skips a check. The first does not ask along which direction the curvature vanishes. The second finds a point where $A=0$ without asking whether the film can reach it through stable states. Both questions are settled by writing $G$ in terms of $P$ and $A$.

With $P_a=(P+A)/2$ and $P_b=(P-A)/2$,

$$P_a^2+P_b^2=\frac{P^2+A^2}{2},\qquad P_aP_b=\frac{P^2-A^2}{4},$$

$$P_a^4+P_b^4=\frac{P^4+6P^2A^2+A^4}{8}.$$

In the last expression the odd powers of $A$ cancel. Therefore

$$G=\left(\frac{\alpha}{2}+\frac g4\right)P^2+\left(\frac{\alpha}{2}-\frac g4\right)A^2+\frac{\beta}{8}(P^4+6P^2A^2+A^4)-EP.$$

Stationary states satisfy

$$\left(\alpha+\frac g2\right)P+\frac{\beta}{2}P^3+\frac{3\beta}{2}PA^2=E,$$

$$A\left[\alpha-\frac g2+\frac{3\beta}{2}P^2+\frac{\beta}{2}A^2\right]=0,$$

and the second derivatives are

$$G_{PP}=\alpha+\frac g2+\frac{3\beta}{2}(P^2+A^2),$$

$$G_{AA}=\alpha-\frac g2+\frac{3\beta}{2}(P^2+A^2),\qquad G_{PA}=3\beta PA.$$

At $P=A=0$ and $\alpha=g/2$, the vanishing curvature is $G_{AA}$. The curvature against uniform polarization is $G_{PP}=g$, which is not zero.

## The zero-field response

First find the equilibrium state. At $E=0$, write $R^2=P^2+A^2$. Since $P^4+6P^2A^2+A^4=R^4+4P^2A^2$,

$$G=\frac{\alpha}{2}R^2+\frac{\beta}{8}R^4+\frac g4(P^2-A^2)+\frac{\beta}{2}P^2A^2.$$

For a given $R$, the third term is lowest at $P=0$, and the fourth is never negative and vanishes there. The equilibrium state therefore has $P=0$. The bracket in the second stationarity condition then gives

$$A_0^2=\frac{g-2\alpha}{\beta}\quad(\alpha<g/2),\qquad A_0=0\quad(\alpha\ge g/2).$$

The order grows from zero, so the transition is continuous. It lies at $T_N=T_0+g/(2a)=450+250=700$ K.

At $P=0$ the mixed derivative $G_{PA}$ vanishes, so a small uniform field changes $P$ alone at first order and $1/\chi=G_{PP}$. Above the transition this is $\alpha+g/2$. Below it,

$$\frac1\chi=\alpha+\frac g2+\frac32(g-2\alpha)=2(g-\alpha).$$

Both expressions equal $g$ at $\alpha=g/2$. Hence

$$\chi(T_N)=\frac1g=\frac{1}{0.20}=5.0\ \text{uC/(MV cm)},\qquad \frac{\chi(T_N)}{\epsilon_0}=56.5.$$

The susceptibility is finite and has a cusp. As $\alpha$ increases, $1/\chi$ falls with slope $-2$ below the transition and rises with slope $+1$ above it, so $\chi$ is largest at $T_N$.

What diverges is the response to a staggered field $S$, which adds $-SA$ to $G$ and pushes the two sublattices in opposite directions. Its inverse susceptibility is $G_{AA}$:

$$\frac1{\chi_s}=\alpha-\frac g2\quad\text{above},\qquad \frac1{\chi_s}=\alpha-\frac g2+\frac32(g-2\alpha)=g-2\alpha\quad\text{below}.$$

Both vanish at $T_N$. A voltage on plane electrodes does not supply this field.

These results can be tested without the branch formulas. Eliminating $P_b$ from the two sublattice equations leaves a ninth-degree polynomial for $P_a$. Its real roots give all stationary states, and the lowest $G$ selects equilibrium. The uniform response was taken from the polarizations at $\pm0.01$ MV/cm, the staggered response from two much smaller staggered fields:

- At 690 K, $\chi=4.81$ and $\chi_s=125$ uC/(MV cm).
- At 699 K, $\chi=4.98$ and $\chi_s=1250$ uC/(MV cm).
- At 700 K, $\chi=5.00$ uC/(MV cm).
- At 701 K, $\chi=4.99$ and $\chi_s=2500$ uC/(MV cm).
- At 710 K, $\chi=4.90$ and $\chi_s=250$ uC/(MV cm).

Coming ten times closer to the transition multiplies $\chi_s$ by ten, while $\chi$ settles at $1/g$.

## Stable states in a field

By symmetry it is enough to take $P>0$. There are two branches.

**The antipolar branch** has $A\ne0$. The bracket in the second stationarity condition gives

$$A^2=\frac{g-2\alpha}{\beta}-3P^2.$$

Substitution into the first condition gives

$$E=\left(\alpha+\frac g2\right)P+\frac\beta2P^3+\frac32(g-2\alpha)P-\frac{9\beta}{2}P^3=2(g-\alpha)P-4\beta P^3.$$

To decide stability, note that the same bracket condition reduces $G_{AA}$ to $\beta A^2$, which is positive. Along the branch $A$ follows $P$ with $dA/dP=-G_{PA}/G_{AA}$, so

$$\frac{dE}{dP}=G_{PP}-\frac{G_{PA}^2}{G_{AA}}=\frac{G_{PP}G_{AA}-G_{PA}^2}{G_{AA}}.$$

The numerator is the determinant of the second-derivative matrix. With $G_{AA}>0$, the state is a minimum when $dE/dP>0$. Since $dE/dP=2(g-\alpha)-12\beta P^2$, the branch loses stability at

$$P_s=\sqrt{\frac{g-\alpha}{6\beta}}.$$

There $4\beta P_s^2=\tfrac23(g-\alpha)$, and the field is

$$E_{\rm up}=P_s\left[2(g-\alpha)-\frac23(g-\alpha)\right]=\frac43(g-\alpha)P_s.$$

**The polar branch** has $A=0$ and

$$E=\left(\alpha+\frac g2\right)P+\frac\beta2P^3.$$

Here $G_{PA}=0$ and $G_{PP}=G_{AA}+g$. As the field is lowered, $G_{AA}$ therefore vanishes first: the polar state becomes unstable towards antipolar order, not towards a change of $P$. For $\alpha<g/2$ this happens at

$$P_c=\sqrt{\frac{g-2\alpha}{3\beta}},$$

$$E_{\rm back}=P_c\left[\alpha+\frac g2+\frac{g-2\alpha}{6}\right]=\frac23(g+\alpha)P_c.$$

The antipolar branch also ends at $P_c$, because $A^2=3(P_c^2-P^2)$. The tempting solution took this meeting point for the upward switching point. The slope of the antipolar branch there is

$$\left.\frac{dE}{dP}\right|_{P_c}=2(g-\alpha)-4(g-2\alpha)=6\alpha-2g.$$

At 300 K, $\alpha=-0.06$ and the slope is $-0.76$ MV cm/uC. That end of the branch is unstable, and a film under rising field has jumped before reaching it.

## The double-loop window

The fold at $P_s$ lies on the real antipolar branch if $P_s<P_c$:

$$\frac{g-\alpha}{6}<\frac{g-2\alpha}{3}\quad\Longrightarrow\quad g-\alpha<2g-4\alpha\quad\Longrightarrow\quad \alpha<\frac g3.$$

The field on the branch then rises to $E_{\rm up}$ at $P_s$ and falls to $E_{\rm back}$ at $P_c$, so $E_{\rm up}>E_{\rm back}$. Between these fields both states are minima, and the history decides which is occupied.

A double loop also requires the film to leave the polar state before the field reaches zero. This means $E_{\rm back}>0$, or $\alpha>-g$. For $\alpha<-g$ a poled film retains polarization at zero field. The condition is therefore

$$-g<\alpha<\frac g3.$$

For the present parameters the upper limit is 616.7 K. The lower limit is formally at $-50$ K, so it is never met.

The field amplitude sets a further limit, because the film leaves the antipolar state only if the amplitude exceeds $E_{\rm up}$, which grows on cooling. Setting $E_{\rm up}=3.5$ MV/cm gives

$$g-\alpha=\left(\frac34\times3.5\,\sqrt{6\beta}\right)^{2/3}=0.321\ \text{MV cm/uC},$$

so $\alpha=-0.121$ MV cm/uC and $T\approx148$ K. The stated cycle therefore gives double loops between about 148 K and 617 K. At lower temperatures the film stays antipolar throughout the cycle, and a larger amplitude would be needed to switch it.

Between 616.7 K and 700 K, $dE/dP$ is positive along the whole antipolar branch. That branch joins the polar one at $P_c$, and each field has one stable value of $P$. The field still destroys the antipolar order, but continuously and reversibly. Two different end states do not by themselves imply hysteresis.

## Cycling the film numerically

At each field, start from the previous state and repeat

$$P_a\leftarrow P_a-r\left(2\alpha P_a+gP_b+4\beta P_a^3-E\right),$$

with the corresponding rule for $P_b$, until both brackets are below $10^{-8}$ MV/cm. Here $r=0.5$ uC/(MV cm), and the field step is 0.01 MV/cm. This finds the local minimum downhill from the old state; the iteration count is not a physical time.

One precaution is essential. The derivative of $G$ with respect to $A$ is proportional to $A$, so a state with exactly $A=0$ stays there even when it is unstable. Before each relaxation, $P_a$ is therefore raised and $P_b$ lowered by $10^{-3}$ uC/cm$^2$. A stable polar state removes this kick; an unstable one amplifies it.

At 300 K the formulas give

$$P_s=\sqrt{\frac{0.26}{0.0048}}=7.36,\qquad E_{\rm up}=\frac43(0.26)(7.36)=2.55\ \text{MV/cm},$$

$$P_c=\sqrt{\frac{0.32}{0.0024}}=11.55,\qquad E_{\rm back}=\frac23(0.14)(11.55)=1.08\ \text{MV/cm},$$

with polarizations in uC/cm$^2$. The relaxed loop jumps at 2.555 and 1.075 MV/cm, the midpoints of the field steps containing the jumps, and at the opposite fields on the negative side. At the exact stability limits, the upward jump takes $P$ from about 7.4 to 16.8 uC/cm$^2$. The backward jump takes it from about 11.5 to 2.1 uC/cm$^2$. Across 10 nm, $E_{\rm up}$ corresponds to 2.55 V.

At 550 K the loops are narrow: the sweep switches at 1.235 and 1.135 MV/cm, against 1.232 and 1.131 from the formulas. At 650 K the rising and falling curves differ by at most $3.6\times10^{-6}$ uC/cm$^2$. Antipolar order is last present at 0.76 MV/cm, and the formula puts its disappearance at 0.762 MV/cm.

## Energy lost and recovered

While the film follows a minimum, $dG=-P\,dE$, because the derivatives with respect to $P$ and $A$ vanish. At a jump $G$ falls by an amount $D$ at fixed field. Over a closed cycle $G$ returns to its initial value, so

$$-\oint P\,dE=\sum D.$$

Since $\oint d(EP)=0$, the left side is also $\oint E\,dP$, the loop area. The area is thus the free energy dissipated in the jumps.

At 300 K the drops are 6.21 J/cm$^3$ upward and 9.13 J/cm$^3$ backward. Each occurs twice per cycle, giving $2(6.21+9.13)=30.7$ J/cm$^3$. Direct integration of the relaxed loop gives 30.8 J/cm$^3$ with the 0.01 MV/cm field step, and 30.7 J/cm$^3$ with a step of 0.002 MV/cm.

Discharge from 3.5 MV/cm to zero returns 27.1 J/cm$^3$. Charging from zero and discharging back to zero involves one jump of each kind and loses $6.21+9.13=15.3$ J/cm$^3$, so the storage efficiency is $27.1/(27.1+15.3)=64\%$.

## How far the example can be trusted

The parameters place the film in the rough regime of antiferroelectric zirconia capacitors about 10 nm thick, with switching at a few MV/cm and polarization of tens of uC/cm$^2$. The switching of zirconia is generally attributed to a first-order structural change between a nonpolar and a polar phase. The model can imitate the loop shape, but its 700 K transition and its cusp are not predictions for zirconia. Real films also contain many unequal grains and can switch by nucleation, which the uniform model leaves out. The sharp jumps, and a loss set by the full stability limits, should therefore not be expected of a device.

**Thermal escape.** The two states have equal $G$ at 1.97 MV/cm, separated by a barrier of 2.27 J/cm$^3$. Suppose a 1000 nm$^3$ grain switches as a unit, with $10^{12}$ attempts per second and a wait of $2.5\times10^{-4}$ s. It can cross a barrier of $k_BT\ln(2.5\times10^8)/V=0.080$ J/cm$^3$. If that whole wait is spent at one field, the switching fields move to 2.49 and 1.24 MV/cm, which narrows the loop. A swept film spends much less time near each limit: a triangular 1 kHz sweep, whose quarter period equals this wait, switches at about 2.51 and 1.21 MV/cm. Nucleation inside a grain could narrow it further.

**Interface layer.** Let a series layer have thickness divided by relative permittivity $\lambda=0.02$ nm. If background charge is neglected, the film's field is $E-kP$, with $k=\lambda/(\epsilon_0t)=0.0226$ MV cm/uC for film thickness $t$. This adds

$$\frac k2P^2=\frac k2(P_a^2+P_b^2)+kP_aP_b$$

to $G$, replacing $\alpha$ by $\alpha+k/2$ and $g$ by $g+k$. The combination $\alpha-g/2$ is unchanged, so $T_N$ does not move. The applied switching fields at 300 K rise to 2.72 and 1.34 MV/cm, and a relaxed sweep with the layer included agrees to within one field step. The double-loop window does shrink: its upper condition becomes $\alpha<g/3-k/6$, which lowers the limit from 617 K to about 607 K. Including the charge of a background permittivity of 5 raises the two fields further, to about 2.74 and 1.35 MV/cm.

**Temperature.** At 358 K, without the layer or thermal escape, the switching fields are 2.22 and 1.16 MV/cm. If no heat left the film, the 30.7 J/cm$^3$ lost in one 300 K cycle would be enough to warm it by about 10 K, taking a rough heat capacity of 3 J/(cm$^3$ K). This estimate ignores the change of the loop as the film warms. The fixed-temperature loop therefore requires heat removal during cycling.

**Charge and breakdown.** A rough background permittivity of 5 adds about 1.5 uC/cm$^2$ at full field, beside a polarization of 19.0 uC/cm$^2$. If this background is linear and lossless, it returns a further 2.7 J/cm$^3$ on discharge and raises the storage efficiency from 64% to about 66%. Fowler–Nordheim tunnelling through a rough 2 eV barrier, with mass $0.3m_e$, would pass about $2\times10^{-3}$ uC/cm$^2$ if full field were held for 1 ms. This figure depends exponentially on the barrier: 1.8 eV gives about 0.2 uC/cm$^2$ and 1.5 eV about 120 uC/cm$^2$, more than the film's polarization, and image-force lowering adds a factor of about 3. Tunnelling is therefore negligible only if the barrier is near 2 eV or higher. Leakage through defects is not included. The field amplitude is 70% of a rough breakdown field of 5 MV/cm, so breakdown remains a practical limit on the cycle.

The remaining computed values are in the numerical output below.

## Table of computed values

```
g = 0.20 MV cm/uC; beta = 8.0e-04 MV cm^5/uC^3
slope = 4.0e-04 MV cm/(uC K); T0 = 450 K
alpha at 300 K = -0.060 MV cm/uC; alpha/g = -0.30
film thickness = 10 nm; field amplitude = 3.5 MV/cm
field step = 0.01 MV/cm; eps0 = 0.08854 (uC/cm2)/(MV/cm)
antipolar transition T_N = 700.0 K
upper limit of double loops = 616.7 K
formal lower limit (alpha=-g) = -50.0 K
T = 300 K: chi = 1.9231 uC/(MV cm), chi/eps0 = 21.72
T = 600 K: chi = 3.5715 uC/(MV cm), chi/eps0 = 40.34
T = 690 K: chi = 4.8079 uC/(MV cm), chi/eps0 = 54.30
T = 699 K: chi = 4.9803 uC/(MV cm), chi/eps0 = 56.25
T = 700 K: chi = 5.0000 uC/(MV cm), chi/eps0 = 56.47
T = 701 K: chi = 4.9900 uC/(MV cm), chi/eps0 = 56.36
T = 710 K: chi = 4.9019 uC/(MV cm), chi/eps0 = 55.36
T = 800 K: chi = 4.1667 uC/(MV cm), chi/eps0 = 47.06
slope of 1/chi in alpha: below -1.998, above 1.000
T = 690 K: staggered chi = 125.0 uC/(MV cm)
T = 699 K: staggered chi = 1249.9 uC/(MV cm)
T = 701 K: staggered chi = 2500.0 uC/(MV cm)
T = 710 K: staggered chi = 250.0 uC/(MV cm)
A0 at 300 K = 20.000 uC/cm2
P_s = 7.360, P_c = 11.547 uC/cm2
E_up: formula 2.5514, loop 2.555 MV/cm
E_back: formula 1.0777, loop 1.075 MV/cm
negative side, loop: -2.555, -1.075 MV/cm
film voltage at E_up = 2.551 V
P after upward jump = 16.754 uC/cm2
P after backward jump = 2.132 uC/cm2
P at field amplitude = 18.992 uC/cm2
G drops: up 6.211, back 9.132 J/cm3
loss per cycle: loop 30.81, drops 30.69 J/cm3
recovered: loop 27.07, balance 27.09 J/cm3
storage efficiency = 63.7 %
550 K loop: up 1.235, back 1.135 MV/cm
550 K formula: 1.2317, 1.1314 MV/cm
650 K: largest up-down gap in P = 3.6e-06 uC/cm2
650 K: A vanishes at 0.7621 MV/cm (formula)
650 K: last sweep field with A present = 0.76 MV/cm
equal-energy field = 1.9653 MV/cm
barrier there = 2.266 J/cm3
grain 1000 nm^3, attempt 1e+12 1/s, wait 2.5e-04 s
barrier crossed thermally = 0.0801 J/cm3
thermal E_up = 2.488, E_back = 1.239 MV/cm
interface length = 0.02 nm; k = 0.02259 MV cm/uC
with layer: E_up = 2.719, E_back = 1.339 MV/cm
background eps 5 (rough): charge at amplitude 1.55 uC/cm2
tunnel barrier 2.0 eV, mass 0.3 m_e (rough): J = 2.3e-06 A/cm2
tunnel charge bound in 1 ms = 2.3e-03 uC/cm2
amplitude/breakdown = 0.70 (rough breakdown 5 MV/cm)
adiabatic heating = 10.3 K per cycle (rough 3 J/(cm3 K))
358 K: E_up = 2.218, E_back = 1.162 MV/cm
```
